# Passivity of a single-mode factorized infrared permittivity

## The exercise

The infrared response of a polar dielectric near one vibrational band can be modelled by

$$\varepsilon(\omega)=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2-i\gamma_L\omega}{\omega_T^2-\omega^2-i\gamma_T\omega}. \qquad (1)$$

Fields vary as $e^{-i\omega t}$. The permittivity is relative to vacuum, and $\varepsilon_\infty$ is its value far above the band. The zero of the numerator describes the longitudinal mode, with frequency $\omega_L$ and damping $\gamma_L$; the zero of the denominator describes the transverse mode, with $\omega_T$ and $\gamma_T$. All five parameters are positive. The medium is linear, local, isotropic and in thermal equilibrium, so it can take energy from a field but cannot supply it. Write $\varepsilon=\varepsilon'+i\varepsilon''$ and

$$r=\frac{\gamma_L}{\gamma_T},\qquad R=\frac{\omega_L^2}{\omega_T^2}.$$

(a) Show which sign of $\varepsilon''$ means absorption.

(b) Find the two inequalities on $r$ that are necessary and sufficient for $\varepsilon''(\omega)\ge 0$ at every $\omega>0$.

(c) If one of them fails, where is the absorption negative? Could a fit restricted to $\omega_T\le\omega\le\omega_L$ reveal it?

(d) Does causality already enforce the inequalities?

(e) The Si–O–Si stretching band of a silica interlayer dielectric is modelled with $\omega_T=1070$, $\omega_L=1240$ and $\gamma_T=70$ cm$^{-1}$, and $\varepsilon_\infty=2.1$. Judge the trial values $\gamma_L=60$, $80$ and $110$ cm$^{-1}$.

## Hints

1. For (a), compute the work $\oint E\,dD$ done on unit volume in one cycle of a real field $E_0\cos\omega t$.
2. For (b), multiply numerator and denominator by the complex conjugate of the denominator. Apart from a positive prefactor, the imaginary part is a polynomial of first degree in $\omega^2$. What must hold for such a polynomial to be nonnegative on the whole half-line?
3. For (c), regroup the same polynomial so that $\omega_L^2-\omega^2$ and $\omega^2-\omega_T^2$ appear.
4. For (d), locate the poles of (1). Does $\gamma_L$ influence them?

## Full solution

### (a) The sign of absorption

With $E=E_0\cos\omega t$, the displacement is

$$D=\varepsilon_0\,\mathrm{Re}\left[(\varepsilon'+i\varepsilon'')E_0e^{-i\omega t}\right]=\varepsilon_0E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t),$$

because $i\cdot(-i\sin\omega t)=+\sin\omega t$. Its rate of change is

$$\frac{dD}{dt}=\varepsilon_0E_0\omega(-\varepsilon'\sin\omega t+\varepsilon''\cos\omega t).$$

Multiply by $E$ and integrate over one period $2\pi/\omega$. The product $\sin\omega t\cos\omega t$ integrates to zero and $\cos^2\omega t$ gives $\pi/\omega$, so

$$W=\int_0^{2\pi/\omega}E\,\frac{dD}{dt}\,dt=\pi\varepsilon_0\varepsilon''E_0^2.$$

Positive $\varepsilon''$ means that the field loses energy to the medium. A passive medium therefore needs $\varepsilon''\ge0$ at each positive frequency. With the opposite time convention, $e^{+i\omega t}$, the sign of $\varepsilon''$ would be reversed.

The longitudinal loss function gives no further condition: $\mathrm{Im}(-1/\varepsilon)=\varepsilon''/|\varepsilon|^2$ has the same sign as $\varepsilon''$.

### (b) The two inequalities

Abbreviate $a_L=\omega_L^2-\omega^2$ and $a_T=\omega_T^2-\omega^2$. The conjugate of the denominator is $a_T+i\gamma_T\omega$, and

$$(a_L-i\gamma_L\omega)(a_T+i\gamma_T\omega)=a_La_T+\gamma_L\gamma_T\omega^2+i\omega(\gamma_Ta_L-\gamma_La_T).$$

The new denominator is $a_T^2+\gamma_T^2\omega^2$, which is positive for $\omega>0$. Hence

$$\varepsilon''=\varepsilon_\infty\,\frac{\omega(\gamma_Ta_L-\gamma_La_T)}{a_T^2+\gamma_T^2\omega^2}.$$

Insert $\gamma_L=r\gamma_T$ and $\omega_L^2=R\,\omega_T^2$:

$$\gamma_Ta_L-\gamma_La_T=\gamma_T\left[R\omega_T^2-\omega^2-r\omega_T^2+r\omega^2\right].$$

Collecting powers of $\omega$ gives

$$\varepsilon''=\varepsilon_\infty\gamma_T\omega\,\frac{B(\omega)}{(\omega_T^2-\omega^2)^2+\gamma_T^2\omega^2},\qquad B=(R-r)\,\omega_T^2+(r-1)\,\omega^2. \qquad (2)$$

Everything except $B$ is positive, so $B$ carries the sign.

*Necessity.* If $r>R$, the constant term of $B$ is negative and $B<0$ at sufficiently small $\omega$. If $r<1$, the coefficient of $\omega^2$ is negative and $B<0$ at sufficiently large $\omega$. Both cases must be excluded.

*Sufficiency.* If neither occurs, $B$ is a sum of two nonnegative terms at every $\omega$. Therefore

$$\boxed{\,1\le\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2}{\omega_T^2}\,} \qquad (3)$$

is necessary and sufficient within model (1). In formula (1), the longitudinal damping may not be smaller than the transverse one, and it may exceed it by no more than the factor $R$. This restricts the formula, whose dampings are constants; it is not a law for the linewidths of real modes. A single oscillator with the causal, frequency-dependent damping $\gamma(\omega)=g/(1-i\omega\tau)$ has $\varepsilon''>0$ at every $\omega>0$, because $\mathrm{Re}\,\gamma>0$. Yet for $g=0.3\,\omega_T$, $\tau=2/\omega_T$ and $R=1.343$ its longitudinal root is damped only 0.79 times as strongly as its transverse root.

Setting $\omega=0$ in (1) gives $\varepsilon(0)=\varepsilon_\infty R$. The upper bound is thus the ratio of static to high-frequency permittivity, $\varepsilon(0)/\varepsilon_\infty$. For a weakly polar mode, with $R$ close to 1, formula (1) leaves little freedom for two different dampings.

If $\omega_L<\omega_T$, then $R<1$ and no $r$ satisfies (3). If $R=1$, the one permitted value is $r=1$, for which the two factors cancel and $\varepsilon=\varepsilon_\infty$. From here on $R>1$.

The borders belong to the allowed range but have special spectra. At $r=1$, $B=(R-1)\omega_T^2$ is constant. This is the ordinary Lorentz oscillator: the numerator of (2) grows as $\omega$ and the denominator as $\omega^4$, so the tail falls as $\omega^{-3}$. At $r=R$, $B=(R-1)\omega^2$, and the low-frequency absorption starts as $\omega^3$ instead of $\omega$. The logarithmic slopes computed from (1) are $-3.002$ and $3.002$.

The result was also tested without using (2). The sign of $\varepsilon''$ was taken from the complex quotient (1) at 1500 frequencies between $10^{-3}\omega_T$ and $10^3\omega_T$, for 2871 random parameter sets with $R$ between 0.4 and 4 and $\gamma_T$ between $0.01\,\omega_T$ and $1.5\,\omega_T$. Sets within about one per cent of a border in $r$ were left out, since their sign change can lie outside any finite grid. Sets with $R$ within 0.03 of 1, where the window (3) is empty or very narrow, were left out too. The absorption was nonnegative throughout for the 901 sets that obey (3), and for no others.

### (c) Where a violation shows

Group the terms of $B$ differently:

$$B=(\omega_L^2-\omega^2)+r(\omega^2-\omega_T^2). \qquad (4)$$

For $\omega_T\le\omega\le\omega_L$ neither term is negative, and they do not vanish together. The absorption inside the band is therefore positive for any positive dampings, allowed or not. At $\omega=\omega_T$ the ratio $r$ even drops out of $\varepsilon''$ (though not of the real part, $\varepsilon'(\omega_T)=\varepsilon_\infty r$): there $B=(R-1)\omega_T^2$, and (2) gives

$$\varepsilon''(\omega_T)=\varepsilon_\infty(R-1)\frac{\omega_T}{\gamma_T}.$$

A fit restricted to the band never meets a negative absorption. It does determine $r$, so the fitted parameters have to be checked against (3) directly. Passive data do not guarantee a pass: a least-squares fit of (1), within the band, to a passive Gaussian-broadened band can return $\gamma_L$ far below $\gamma_T$. The fault lies outside, beyond the frequency at which $B=0$:

$$\omega_c^2=\omega_T^2\,\frac{R-r}{1-r}. \qquad (5)$$

For $r<1$, compare $\omega_c^2/\omega_T^2$ with $R$:

$$\frac{R-r}{1-r}-R=\frac{R-r-R+rR}{1-r}=\frac{r(R-1)}{1-r}>0.$$

So $\omega_c>\omega_L$, and the absorption is negative at all frequencies above $\omega_c$. For $r>R$, write the quotient as $(r-R)/(r-1)$ and compare it with 1:

$$1-\frac{r-R}{r-1}=\frac{R-1}{r-1}>0.$$

So $\omega_c<\omega_T$, and the absorption is negative at all positive frequencies below $\omega_c$.

### (d) Causality is a weaker demand

The poles of (1) solve $\omega^2+i\gamma_T\omega-\omega_T^2=0$, that is,

$$\omega=-\frac{i\gamma_T}{2}\pm\sqrt{\omega_T^2-\frac{\gamma_T^2}{4}}.$$

If the root is real, both imaginary parts are $-\gamma_T/2$. If it is imaginary, its modulus is smaller than $\gamma_T/2$, and both poles still lie in the lower half-plane. The response is causal for every $\gamma_T>0$, and $\gamma_L$ plays no part.

The static Kramers–Kronig relation consequently holds for forbidden dampings too. The function $(\varepsilon-\varepsilon_\infty)/\omega$ is analytic in the upper half-plane and falls at least as fast as $\omega^{-2}$, so a large semicircle contributes nothing. A small semicircle above the origin contributes $-i\pi[\varepsilon(0)-\varepsilon_\infty]$. The closed contour gives zero; its imaginary part, with $\varepsilon''$ odd in $\omega$, is

$$\varepsilon(0)-\varepsilon_\infty=\frac{2}{\pi}\int_0^\infty\frac{\varepsilon''(\omega)}{\omega}\,d\omega.$$

For the three trials of part (e), numerical integration gives 0.72030 each time, equal to $\varepsilon_\infty(R-1)$. In a forbidden case, the negative part of the integrand is balanced by additional positive absorption elsewhere. A successful Kramers–Kronig check is therefore no evidence of passivity.

### (e) The silica band

Frequencies and dampings are all given as wavenumbers, so the ratios are unchanged. The upper bound is

$$R=\left(\frac{1240}{1070}\right)^2=1.343,$$

and the permitted window is

$$70\ \mathrm{cm^{-1}}\le\gamma_L\le1.343\times70\ \mathrm{cm^{-1}}=94\ \mathrm{cm^{-1}},$$

or 8.7 to 11.7 meV. The value 80 cm$^{-1}$, with $r=1.143$, is allowed. The other two fail, on opposite sides.

For $\gamma_L=60$ cm$^{-1}$, $r=0.857$ and (5) gives

$$\omega_c=1070\sqrt{\frac{1.343-0.857}{1-0.857}}\ \mathrm{cm^{-1}}\approx1973\ \mathrm{cm^{-1}},$$

evaluated with unrounded ratios. Above this, $\varepsilon''$ is negative, with its deepest value $-5.2\times10^{-3}$ near 2960 cm$^{-1}$.

For $\gamma_L=110$ cm$^{-1}$, $r=1.571$ and

$$\omega_c=1070\sqrt{\frac{1.571-1.343}{1.571-1}}\ \mathrm{cm^{-1}}\approx677\ \mathrm{cm^{-1}}.$$

Below this, $\varepsilon''$ is negative, reaching $-1.1\times10^{-2}$ near 478 cm$^{-1}$.

All three trials share the value $\varepsilon''(\omega_T)=2.1\times0.343\times1070/70\approx11.0$. The negative values are a thousandth of this or less, and a plot scaled to the band would not show them. In a film they amount to a small gain. At 4000 cm$^{-1}$ the first faulty trial has the absorption coefficient $-81$ cm$^{-1}$. One pass through 500 nm, or $5\times10^{-5}$ cm, then amplifies the intensity by $81\times5\times10^{-5}\approx0.4\,\%$, reflections left aside. The size is modest, but the sign is impossible for a film in equilibrium.

**The model beside real silica.** The parameters are rough typical values for dense silica glass; porous organosilicate low-k films need their own. Three omissions matter.

- *Other bands.* The single mode gives $\varepsilon(0)=2.1\times1.343=2.82$. Adding rough rocking and bending bands (given in Variation 2) raises this to 3.72, near the familiar value of roughly 3.9 for silica. The one-mode model should not be used for the static permittivity.
- *Line shape.* Disorder in a glass spreads the mode frequencies, which favours a more Gaussian profile. At equal area and full width of 70 cm$^{-1}$, a Gaussian is 1.48 times as high as a Lorentzian at the peak, but only about $8\times10^{-10}$ times as high three full widths away. If the profile of the glass is close to Gaussian, (1) describes the far wings poorly, and it is there that the two faulty trials turn negative. Larger violations of (3) can begin close to the band. Condition (3) remains necessary for the formula to be passive.
- *Temperature.* Suppose that the whole width came from decay into two phonons of half the wavenumber. The net rate is proportional to $(1+n)^2-n^2=1+2n$, with $n$ the thermal occupation of each product phonon. From 300 K to 673 K, with the frequencies held fixed, $\gamma_T$ would grow by a factor of 1.66 and $\gamma_L$ by a factor of 1.56. The ratio for the allowed trial would fall from 1.143 to $1.143\times1.556/1.659=1.072$, still inside the window but nearer its lower edge. Width due to static disorder would not grow in this way.

## Variation 1: the price of unequal dampings

*Let $r>1$ be allowed by (3). What does the model predict far above the band?*

Subtract $\varepsilon_\infty$ from (1):

$$\varepsilon-\varepsilon_\infty=\varepsilon_\infty\,\frac{\omega_L^2-\omega_T^2-i(\gamma_L-\gamma_T)\omega}{\omega_T^2-\omega^2-i\gamma_T\omega}.$$

For large $\omega$ the denominator tends to $-\omega^2$, and the term with the dampings dominates the numerator, so

$$\varepsilon''\to\varepsilon_\infty\,\frac{\gamma_L-\gamma_T}{\omega}. \qquad (6)$$

The tail falls as $\omega^{-1}$, not as $\omega^{-3}$. The product $\omega\varepsilon''$, which is proportional to the optical conductivity, tends to a constant, and its integral over frequency diverges. A finite density of charges has a finite total oscillator strength, so (1) with $r>1$ cannot hold up to arbitrarily high frequency, although it is passive.

To see the effect on a film, let $\kappa$ be the imaginary part of $\sqrt{\varepsilon}$. For $\varepsilon''\ll\varepsilon'\approx\varepsilon_\infty$, expanding the root gives $\kappa\approx\varepsilon''/(2\sqrt{\varepsilon_\infty})$. The intensity decays with the coefficient $\alpha=4\pi\tilde\nu\kappa$, where $\tilde\nu$ is the wavenumber. With (6), and the dampings also in wavenumbers,

$$\alpha\to4\pi\tilde\nu\,\frac{1}{2\sqrt{\varepsilon_\infty}}\,\frac{\varepsilon_\infty(\gamma_L-\gamma_T)}{\tilde\nu}=2\pi\sqrt{\varepsilon_\infty}\,(\gamma_L-\gamma_T).$$

The wavenumber cancels, leaving a constant. For $\gamma_L=80$ cm$^{-1}$ it is $2\pi\times1.449\times10\approx91$ cm$^{-1}$. At 1 eV, or 8065 cm$^{-1}$, the full formula gives 97 cm$^{-1}$, a loss of 0.48 % in one pass through the 500 nm film. Silica is transparent there, with a true absorption far below this value. Such a fit should be confined to the neighbourhood of the vibrational band and replaced by another model in the near infrared and above. For $\gamma_L=60$ cm$^{-1}$ the same limit is $-91$ cm$^{-1}$: the gain does not die out at high frequency.

## Variation 2: several modes

*Let $\varepsilon$ be $\varepsilon_\infty$ times a product of factors of the form (1), each with its own four parameters. Is (3), applied mode by mode, still the right condition?*

Let $\varphi_j$ be the phase of factor $j$. Phases add in a product, so

$$\varepsilon''=|\varepsilon|\sin\Big(\sum_j\varphi_j\Big).$$

Condition (3) makes each $\sin\varphi_j$ nonnegative, but passivity concerns the sine of the sum. Two examples show that (3) for each mode is neither necessary nor sufficient.

*Not necessary.* Take the faulty stretching mode with $\gamma_L=110$ cm$^{-1}$. Add a rocking band ($\omega_T=455$, $\omega_L=510$, both dampings 45 cm$^{-1}$) and a bending band ($\omega_T=800$, $\omega_L=820$, both dampings 60 cm$^{-1}$). At 478 cm$^{-1}$, where the single mode had $\varepsilon''=-0.011$, the product has $+4.0$. It was positive at all 4000 points tested between 10 and $10^5$ cm$^{-1}$. The positive phase of the neighbours outweighs the small negative phase of the faulty factor.

The trial with $\gamma_L=60$ cm$^{-1}$ is not rescued. Its sign change moves from 1973 to 2035 cm$^{-1}$, and the tail stays negative. The reason follows from (6): at large $\omega$ each factor is $1+i(\gamma_{Lj}-\gamma_{Tj})/\omega$ to leading order, so the product has

$$\varepsilon''\to\frac{\varepsilon_\infty}{\omega}\sum_j(\gamma_{Lj}-\gamma_{Tj}).$$

The added bands have equal dampings and contribute nothing to this sum, which remains $60-70=-10$ cm$^{-1}$. For several modes, a nonnegative sum replaces $r\ge1$ as a necessary condition.

*Not sufficient.* In arbitrary frequency units, take two overlapping bands, $\omega_T=1$, $\omega_L=1.5$ and $\omega_T=1.2$, $\omega_L=1.8$, with all dampings 0.01. Each factor has $r=1$ and obeys (3). The frequency 1.35 lies inside both bands. There each factor is nearly real and negative, with a phase slightly below $\pi$. The sum is slightly below $2\pi$, and its sine is negative. The computed product, without $\varepsilon_\infty$, has imaginary part $-0.178$. Here the order of the frequencies is already at fault: the two transverse frequencies are not separated by a longitudinal one, and the mode at 1.2 has a negative oscillator strength whatever the dampings. Properly ordered bands can fail too. Take $\omega_T=1$, $\omega_L=1.5$ with both dampings 0.01, and $\omega_T=2$, $\omega_L=2.5$ with both dampings 0.3. At 1.21 the sharp factor has a phase about 0.04 below $\pi$, and the broad factor adds about 0.07. The sum exceeds $\pi$, and the product has imaginary part $-0.079$.

A multimode fit should therefore be judged by the sign of the total $\varepsilon''$, including frequencies well outside the measured range if the formula will be used there. The numerical output below gives the values for all trials.

## Computed values

```
random parameter sets tested: 2871, inside window: 901
wT = 1070 cm^-1, wL = 1240 cm^-1, gT = 70 cm^-1
eps_inf = 2.10, film thickness = 500 nm
upper bound R = wL^2/wT^2 = 1.3430
allowed gL: 70.0 to 94.0 cm^-1
static permittivity, one mode = 2.820
trial gL = 60 cm^-1: r = 0.8571, allowed: False
  Im eps at wT = 11.010
  Im eps at 400, 4000 cm^-1 = 3.231e-02, -4.607e-03
  alpha at 400, 4000 cm^-1 = 47.38, -80.97 cm^-1
  high-frequency limit of alpha = -91.05 cm^-1
  Kramers-Kronig integral = 0.72030
trial gL = 80 cm^-1: r = 1.1429, allowed: True
  Im eps at wT = 11.010
  Im eps at 400, 4000 cm^-1 = 1.526e-02, 6.699e-03
  alpha at 400, 4000 cm^-1 = 22.38, 117.74 cm^-1
  high-frequency limit of alpha = 91.05 cm^-1
  Kramers-Kronig integral = 0.72030
trial gL = 110 cm^-1: r = 1.5714, allowed: False
  Im eps at wT = 11.010
  Im eps at 400, 4000 cm^-1 = -1.030e-02, 2.366e-02
  alpha at 400, 4000 cm^-1 = -15.11, 415.76 cm^-1
  high-frequency limit of alpha = 364.21 cm^-1
  Kramers-Kronig integral = 0.72030
eps(0) - eps_inf = 0.72030
gL = 60 cm^-1: sign change at 1973.3 cm^-1
  deepest Im eps = -5.212e-03 at 2960 cm^-1
gL = 110 cm^-1: sign change at 676.5 cm^-1
  deepest Im eps = -1.094e-02 at 478 cm^-1
log slopes: r=1 high w -3.002, r>1 high w -1.000
log slope: r=R low w 3.002
imaginary part of both poles = -35.0, -35.0 cm^-1
rocking band wT, wL, g = 455, 510, 45 cm^-1
bending band wT, wL, g = 800, 820, 60 cm^-1
static permittivity, three modes = 3.723
three modes, gL = 110 cm^-1: Im eps at 478 cm^-1 = 4.008
three modes, gL = 60 cm^-1: sign change at 2034.9 cm^-1
overlapping pair (wT=1,1.2; wL=1.5,1.8; g=0.01): Im at 1.35 = -0.178
1 eV = 8065.5 cm^-1; false alpha there, gL = 80 cm^-1: 96.96 cm^-1
false loss in one pass of the film at 1 eV = 0.484 %
Gaussian/Lorentzian at the peak, equal area and width = 1.476
Gaussian/Lorentzian three full widths away = 7.95e-10
damping growth 300 K to 673 K: gT x 1.659, gL x 1.556
ratio r for gL = 80 cm^-1: 1.143 becomes 1.072
```
